# The Tsu-Esaki tunnelling current and its effective-mass assumptions

## The problem

Two electrodes, left (L) and right (R), are separated by a barrier whose potential and composition vary along $x$ alone. Each electrode is an equilibrium reservoir: the carriers it sends towards the barrier follow the Fermi function
$$f_i(E)=\frac{1}{1+e^{\beta(E-\mu_i)}},\qquad \beta=\frac{1}{k_BT},\quad i=L,R .$$
Transport through the barrier is coherent and elastic. The carriers are electrons of one parabolic valley with a principal axis along $x$. The longitudinal mass $m_x(x)$ and, for now, the parallel mass $m_\parallel(x)$ may depend on position but not on energy. The parallel bands are wide compared with $k_BT$ and with their filling, so parallel energies may be integrated to infinity.

The algebra uses atomic units, $\hbar=m_e=e=1$. $J$ denotes the net electron flow from left to right per area and time; the conventional electric current has the opposite direction. $T$ with an energy argument is a transmission probability; temperature appears only inside $k_BT$ and $\beta$.

## (a) When does the transmission depend on one energy?

**Separate the wave equation and find a condition on the masses under which the parallel motion drops out of the transmission.**

The effective-mass equation is
$$-\frac12\frac{\partial}{\partial x}\frac{1}{m_x(x)}\frac{\partial\psi}{\partial x}-\frac{1}{2m_\parallel(x)}\nabla_\parallel^2\psi+U(x)\psi=E\psi .$$
Nothing depends on $y$ or $z$, so $\mathbf k_\parallel$ is conserved and $\psi=e^{i\mathbf k_\parallel\cdot\mathbf r_\parallel}\chi(x)$. The parallel Laplacian gives $-k_\parallel^2$:
$$-\frac12\left(\frac{\chi'}{m_x}\right)'+\left[U(x)+\frac{k_\parallel^2}{2m_\parallel(x)}\right]\chi=E\chi .$$
Define the parallel and longitudinal energies with the mass of the left electrode,
$$E_\parallel=\frac{k_\parallel^2}{2m_{\parallel L}},\qquad E_x=E-E_\parallel .$$
Since $k_\parallel^2/2m_\parallel(x)=E_\parallel m_{\parallel L}/m_\parallel(x)$, subtracting $E_\parallel\chi$ from both sides leaves
$$-\frac12\left(\frac{\chi'}{m_x}\right)'+W(x)\chi=E_x\chi,\qquad W=U(x)+E_\parallel\left[\frac{m_{\parallel L}}{m_\parallel(x)}-1\right].\tag{1}$$

If $m_\parallel$ is the same in both electrodes and in the barrier, the bracket vanishes and the transmission is a function $T(E_x)$. This is the separability assumption. It does not require a uniform $m_x$. If $m_\parallel$ varies, carriers with different $E_\parallel$ meet different potentials, and in general $T=T(E_x,E_\parallel)$.

## (b) From one barrier state to a net flow

**Show that the transmission is the same from either side, and write $J$ as an integral over wavevectors.**

Integrating (1) across an abrupt interface shows that $\chi'/m_x$ is continuous there, as is $\chi$. This rule follows from the ordering of mass and derivatives chosen in (1). Other flux-conserving orderings exist, and at a metal interface none is established in general. They change the size of $T$ but not the form of (2) and (4). In the electrodes let $v_i=k_i/m_{x,i}$ be the longitudinal velocities. For incidence from the left and from the right the solutions are
$$\chi_1=\begin{cases}e^{ik_Lx}+r\,e^{-ik_Lx}\\ t\,e^{ik_Rx}\end{cases}\qquad
\chi_2=\begin{cases}t'e^{-ik_Lx}&\text{(left)}\\ e^{-ik_Rx}+r'e^{ik_Rx}&\text{(right)}\end{cases}$$
Transmission is the ratio of transmitted to incident flux, so $T_{L\to R}=v_R|t|^2/v_L$ and $T_{R\to L}=v_L|t'|^2/v_R$.

The quantity $(\chi_1\chi_2'-\chi_2\chi_1')/m_x$ is independent of $x$. Its derivative is $\chi_1(\chi_2'/m_x)'-\chi_2(\chi_1'/m_x)'$, and by (1) both terms equal $2(W-E_x)\chi_1\chi_2$. On the left the terms containing $r$ cancel and the value is $-2iv_Lt'$; on the right those containing $r'$ cancel and it is $-2iv_Rt$. Hence $v_Lt'=v_Rt$, and
$$T_{R\to L}=\frac{v_L}{v_R}\,\frac{v_R^2|t|^2}{v_L^2}=\frac{v_R|t|^2}{v_L}=T_{L\to R}.$$

There are $2\,d^3k/(2\pi)^3$ states per volume, spin included. Each occupied state moving towards the barrier contributes its velocity times $T$. At fixed $\mathbf k_\parallel$, $v_x\,dk_x=dE=dE_x$ on either side, so the two opposing flows have the same measure. If factors for empty final states are included, they cancel in the difference:
$$f_L(1-f_R)-f_R(1-f_L)=f_L-f_R .$$
Therefore
$$J=\frac{2}{(2\pi)^3}\int d^2k_\parallel\int dE_x\;T\,\big[f_L(E_x+E_\parallel)-f_R(E_x+E_\parallel)\big].\tag{2}$$

## (c) Integrating out the parallel momentum

**Assume a uniform $m_\parallel$ and reduce (2) to a single integral. What replaces $m_\parallel$ if the two parallel principal masses differ?**

With $E_\parallel=k_\parallel^2/2m_\parallel$, the area element is $d^2k_\parallel=2\pi k_\parallel dk_\parallel=2\pi m_\parallel dE_\parallel$. Because $T(E_x)$ does not contain $E_\parallel$, it comes out of the parallel integral. What remains uses
$$\frac{1}{1+e^u}=\frac{e^{-u}}{1+e^{-u}}=-\frac{d}{du}\ln(1+e^{-u}),\qquad u=\beta(E_x+E_\parallel-\mu).$$
Since $dE_\parallel=k_BT\,du$ and the logarithm vanishes at $u\to\infty$,
$$F_\mu(E_x)\equiv\int_0^\infty f\,dE_\parallel=k_BT\ln\!\left[1+e^{\beta(\mu-E_x)}\right].\tag{3}$$
The prefactor is $2\cdot2\pi m_\parallel/(2\pi)^3=m_\parallel/2\pi^2$. The result is the Tsu-Esaki formula,
$$J=\frac{m_\parallel k_BT}{2\pi^2}\int_{E_0}^\infty dE_x\,T(E_x)\,\ln\frac{1+e^{\beta(\mu_L-E_x)}}{1+e^{\beta(\mu_R-E_x)}} .\tag{4}$$
Here $E_0$ is the higher of the two electrode band edges; below it one side has no propagating state. In SI units the electric current density has the prefactor $em_\parallel k_BT/2\pi^2\hbar^3$, with $m_\parallel$ in kilograms.

The difference $S=F_{\mu_L}-F_{\mu_R}$ is the supply function. Multiplied by $m_\parallel/2\pi^2$, it is the excess flux of carriers incident from the left electrode per unit longitudinal energy $E_x$, whatever their parallel motion.

For unequal parallel masses put $k_y=\sqrt{m_y}\,q_y$ and $k_z=\sqrt{m_z}\,q_z$. Then $E_\parallel=(q_y^2+q_z^2)/2$ and $d^2k_\parallel=\sqrt{m_ym_z}\,d^2q=2\pi\sqrt{m_ym_z}\,dE_\parallel$ after the angular integral. Thus $m_\parallel=\sqrt{m_ym_z}$ in (4). For separability $m_y$ and $m_z$ must each be uniform, because both $k_y^2/2m_y$ and $k_z^2/2m_z$ enter the equation for $\chi$.

## (d) Two limits

**Find the low-temperature form with its first thermal correction, and the current over a high barrier that transmits perfectly above its top and not at all below it.**

*Low temperature.* For $E_x<\mu$, $\ln(1+e^{w})=w+\ln(1+e^{-w})$ with $w=\beta(\mu-E_x)$. On both sides of $\mu$, therefore,
$$F_\mu(E_x)=(\mu-E_x)\Theta(\mu-E_x)+k_BT\ln\!\left(1+e^{-\beta|E_x-\mu|}\right),$$
where $\Theta$ is the unit step. The first term gives
$$J_0=\frac{m_\parallel}{2\pi^2}\left[\int_{E_0}^{\mu_L}\!T(E_x)(\mu_L-E_x)dE_x-\int_{E_0}^{\mu_R}\!T(E_x)(\mu_R-E_x)dE_x\right].$$
Below both chemical potentials the supply is the constant $\mu_L-\mu_R$.

The second term is even about $\mu$ and a few $k_BT$ wide. If $E_0$ lies many $k_BT$ below $\mu$ and $T$ varies slowly over $k_BT$, replace $T(E_x)$ by $T(\mu)$; the linear term of its expansion integrates to zero. Expanding the logarithm,
$$2(k_BT)^2\int_0^\infty\ln(1+e^{-s})ds=2(k_BT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{6}(k_BT)^2 ,$$
so to leading order
$$J-J_0\simeq\frac{m_\parallel}{2\pi^2}\,\frac{\pi^2}{6}(k_BT)^2\,[T(\mu_L)-T(\mu_R)].\tag{5}$$

*High barrier.* Let $T=\Theta(E_x-U_0)$ with $U_0-\mu_i\gg k_BT$. Then $\ln(1+y)\simeq y$ throughout the range, and $\int_{U_0}^\infty e^{\beta(\mu-E_x)}dE_x=k_BT\,e^{-\beta(U_0-\mu)}$. Hence
$$J_{\rm step}=\frac{m_\parallel(k_BT)^2}{2\pi^2}\left[e^{-\beta(U_0-\mu_L)}-e^{-\beta(U_0-\mu_R)}\right].\tag{6}$$
This is Richardson's thermionic law. If a contact has a fixed barrier $\phi=U_0-\mu_R$ seen from the metal and a bias $V=\mu_L-\mu_R$, the bracket becomes $e^{-\beta\phi}(e^{\beta V}-1)$.

## (e) What a varying parallel mass does

**Estimate the change of $J$ when (i) the barrier alone and (ii) the right electrode alone has a different parallel mass.**

*(i) Barrier.* Let its parallel mass be $m_b$ and put $\lambda=m_\parallel/m_b-1$. By (1) the barrier is shifted rigidly by $\lambda E_\parallel$. To first order $T\to T+\lambda E_\parallel\,\partial T/\partial U_b$, where $U_b$ denotes a rigid shift of the barrier region. Equation (2) then requires the first moment of $f$. Since $F_\mu(E_x)=\int_{E_x}^\infty f(E)dE$, integration by parts gives
$$\int_0^\infty E_\parallel f\,dE_\parallel=\int_0^\infty F_\mu(E_x+E_\parallel)dE_\parallel=(k_BT)^2\int_0^\infty\ln(1+ye^{-s})ds,$$
with $y=e^{\beta(\mu-E_x)}$. The boundary term vanishes at both ends. The substitution $\tau=-ye^{-s}$ turns the last integral into $-\mathrm{Li}_2(-y)$, where $\mathrm{Li}_2(z)=-\int_0^z\ln(1-\tau)\,d\tau/\tau$. Thus, at $\lambda=0$,
$$\frac{dJ}{d\lambda}=\frac{m_\parallel}{2\pi^2}\int_{E_0}^\infty dE_x\,\frac{\partial T}{\partial U_b}\,(k_BT)^2\left[-\mathrm{Li}_2(-y_L)+\mathrm{Li}_2(-y_R)\right].\tag{7}$$
For $\mu_L>\mu_R$ the bracket is positive. Where raising the barrier reduces $T$, a lighter barrier mass ($\lambda>0$) reduces the flow and a heavier one increases it.

*(ii) Right electrode.* Write $\varphi=\chi'/m_x$. For unit outgoing amplitude, $(\chi,\varphi)=(1,iv_R)$ at the right edge of the barrier. Equation (1) carries this pair to the left edge by a real matrix $M$, whose determinant is 1 by the conservation law used in (b). The incident amplitude is $A=\frac12[\chi+\varphi/(iv_L)]$, evaluated at the left edge, so
$$4|A|^2=\left(M_{11}+\frac{M_{22}v_R}{v_L}\right)^2+\left(M_{12}v_R-\frac{M_{21}}{v_L}\right)^2=P+Qv_R^2+\frac{2v_R}{v_L},$$
with $P=M_{11}^2+M_{21}^2/v_L^2$ and $Q=M_{12}^2+M_{22}^2/v_L^2$; the cross terms combined through $\det M=1$. From $T=v_R/(v_L|A|^2)$,
$$\frac{d\ln T}{d\ln v_R}=\frac{P-Qv_R^2}{P+Qv_R^2+2v_R/v_L},$$
which lies between $-1$ and $1$. The parallel mass of the right electrode enters through $v_R$ alone, so it changes $T$ by no larger a factor than it changes $v_R$. In a deep metal band that change is small.

This case describes a metal–semiconductor contact in which both materials have a single parabolic band. The depletion barrier is part of the semiconductor and shares its parallel mass. For a deep metal band, equation (4) is then a good approximation despite the different metal mass, and its $m_\parallel$ is that of the semiconductor, with which $E_\parallel$ was defined. In a real semiconductor the dispersion far below the band edge is not parabolic. The parallel motion can then affect the transmission even within one material, and (4) becomes less accurate.

## (f) A model contact at 300 K

**Evaluate the flow for the following contact, identify the energies that carry it, and judge the approximations of (d) and (e).**

The semiconductor has band edge 0, isotropic mass 0.2 and $\mu_L=0.10$ eV. The metal has band bottom $-5.0$ eV, longitudinal mass 1.0 and $\mu_R=0.05$ eV. The barrier is $U=0.55\,\text{eV}\,(x/70\,\text{Å})^2$, ending abruptly at the metal. The profile is prescribed at this bias; image force, scattering and self-consistent charge are omitted. It corresponds to a degenerate doping near $10^{19}$ cm$^{-3}$ and a field of 1.6 MV/cm at the metal, where the omissions matter. For a dielectric constant near 10 the image force lowers the top by about 0.1 eV and raises the flow by a factor 1.5 to 1.9. A two-band dispersion with a gap of 1.1 eV roughly doubles the flow. Matching $\chi/\sqrt{m_x}$ and $\chi'/\sqrt{m_x}$ at the metal instead of $\chi$ and $\chi'/m_x$ lowers it almost fourfold. The absolute numbers below belong to the model. The parallel mass is first taken as 0.2 everywhere, and $k_BT=0.02585$ eV.

| $E_x$ (eV) | $T$ | $S$ (eV) | $TS$ ($10^{-6}$ eV) |
|---|---|---|---|
| 0.05 | 0.000200 | 0.03557 | 7.107 |
| 0.10 | 0.001011 | 0.01443 | 14.585 |
| 0.15 | 0.004224 | 0.002956 | 12.485 |
| 0.20 | 0.01455 | 0.000457 | 6.646 |
| 0.30 | 0.0920 | 0.00000965 | 0.889 |
| 0.40 | 0.292 | 0.000000202 | 0.059 |

*The integral by hand.* At the band edge $TS=0$: the flux $\mathrm{Im}(\chi^*\varphi)=v_R$ keeps $\varphi$ from vanishing, so $A$ grows as $1/v_L$ and $T\propto v_L\to0$. Simpson's rule with step 0.05 eV up to 0.20 eV, then 0.10 eV up to 0.40 eV, gives
$$\tfrac{0.05}{3}(0+28.43+29.17+49.94+6.65)+\tfrac{0.10}{3}(6.65+3.56+0.06)\simeq1.90+0.34=2.24,$$
in units of $10^{-6}$ eV². The prefactor in laboratory units follows from (6). The bracket there is $e^{-0.45/0.02585}-e^{-0.50/0.02585}\simeq2.355\times10^{-8}$, and the computed step-barrier flow is 31.8 electrons/(s Å²), so
$$\frac{m_\parallel}{2\pi^2}\;\to\;\frac{31.8}{(0.02585)^2\times2.355\times10^{-8}}\simeq2.02\times10^{12}\ \text{electrons/(s Å}^2\,\text{eV}^2).$$
The product is $4.5\times10^6$ electrons/(s Å²). The accurate quadrature gives $4.58\times10^6$ electrons/(s Å²), or $7.34\times10^3$ A/cm².

*Where the flow runs.* Between 0.05 and 0.10 eV, $\ln T$ rises by 1.62 while $\ln S$ falls by 0.90. Between 0.10 and 0.15 eV the changes are 1.43 and 1.59. The product therefore turns over slightly above 0.10 eV; the computed peak is at 0.113 eV, about 0.44 eV below the barrier top. The flow is $1.4\times10^5$ times that of the step barrier; with image lowering of the top this ratio would fall to a few thousand. Carriers tunnel mostly from thermally populated states above $\mu_L$: 80% of the flow has $E_x$ between 0.06 and 0.22 eV, and 87% has total energy above $\mu_L$, with a median of 0.15 eV.

*Temperature.* With the barrier and chemical potentials held fixed, the zero-temperature flow is $1.38\times10^6$ electrons/(s Å²), so the flow at 300 K is 3.3 times larger. At $k_BT=0.002$ eV the computed thermal correction agrees with (5) to 0.4%. At 300 K, (5) adds
$$1.645\times(0.02585)^2\times(0.001011-0.000200)\simeq8.9\times10^{-7}\ \text{eV}^2,$$
which times the prefactor is $1.8\times10^6$ electrons/(s Å²). The sum, $3.2\times10^6$, falls about 30% short of the full result. The cause is that $T$ does not vary slowly: it increases fourfold between 0.10 and 0.15 eV, an interval of about two $k_BT$. The quadratic term of its expansion adds $\frac{7\pi^4}{360}(k_BT)^4[T''(\mu_L)-T''(\mu_R)]\simeq5.5\times10^{-7}$ eV² of the missing $6.9\times10^{-7}$ eV². The band edge lies only about two $k_BT$ below $\mu_R$, but cutting the thermal tails there changes the correction by less than $10^{-8}$ eV².

*Parallel mass.* Giving the metal a parallel mass of 1.0 lowers the flow by 0.12%. For $E_x=E_\parallel=0.1$ eV, equation (1) lowers the metal potential by $0.8E_\parallel=0.08$ eV against a longitudinal kinetic energy of 5.1 eV. This changes $v_R$ by about $0.08/(2\times5.1)=0.8\%$, which bounds the change of $T$ for that state.

A barrier mismatch matters far more. Equation (7) gives $d\ln J/d\lambda=-1.016$, in agreement with the full momentum integral at small $\lambda$: $\lambda=0.05$ (a lighter barrier mass) lowers the flow by about 5%, and $\lambda=-0.05$ (a heavier one) raises it by about as much. For $m_b=0.4$, $\lambda=-0.5$ and the linear estimate is a factor $1+0.51=1.51$; the full integral gives 1.82. For $m_b=0.1$, $\lambda=1$ and the linear estimate is slightly negative, which is meaningless, while the full factor is 0.50. For such a mismatch the integral (2) has to be done with $T(E_x,E_\parallel)$. All these factors hold at fixed longitudinal mass. In a layer of another material $m_x$ generally changes as well, and its effect on tunnelling can outweigh and reverse that of the parallel mass.

With uniform parallel mass, the direct wavevector integral and (4) agree within the tested relative tolerance of $10^{-6}$, as the numerical output shows.

## Computed results

```
temperature: 300 K; kT: 0.02585 eV
semiconductor mass: 0.2 electron masses
metal longitudinal mass: 1.0 electron masses
mu_L: 0.10 eV; mu_R: 0.05 eV
barrier top: 0.55 eV; width: 70.0 angstrom
metal band bottom: -5.0 eV
Ex (eV), T, kT*log supply (eV), product (eV):
  0.05  1.9981e-04  3.5571e-02  7.1074e-06
  0.10  1.0108e-03  1.4429e-02  1.4585e-05
  0.15  4.2239e-03  2.9558e-03  1.2485e-05
  0.20  1.4553e-02  4.5668e-04  6.6461e-06
  0.30  9.2044e-02  9.6544e-06  8.8863e-07
  0.40  2.9217e-01  2.0179e-07  5.8958e-08
  0.55  6.2515e-01  6.0956e-10  3.8107e-10
state sum / logarithmic formula: 1.00000000
T sliced: 3.48524e-03; T differential equation: 3.48524e-03
T from the metal side, same state: 3.48524e-03
Tsu-Esaki flow: 4.5795e+06 electrons/(s angstrom^2)
Tsu-Esaki current density: 7.3371e+03 A/cm^2
momentum integral / Tsu-Esaki: 1.00000000
peak of the integrand: Ex = 0.113 eV
share of current below barrier top: 1.00000
zero-temperature flow: 1.3845e+06 electrons/(s angstrom^2)
flow at 300 K / zero-temperature flow: 3.3076
thermal correction at kT = 0.002 eV, computed/formula: 1.0037
step-barrier flow: 3.1834e+01 electrons/(s angstrom^2)
Tsu-Esaki / step-barrier flow: 143853.400
full flow / uniform-mass flow, for a changed parallel mass:
  metal 1.0: 0.99882
  barrier 0.4: 1.8233
  barrier 0.1: 0.4962
dlnJ/dlambda, momentum integral: -1.01583
dlnJ/dlambda, first-order formula: -1.01581
```
